# Thallium 6p spin-orbit splitting: variational solution versus first-order perturbation theory: test program

```python
"""
Thallium 6p spin-orbit splitting from lj-dependent pseudopotentials.
Result under test: with V_j = V_av + lambda_j*xi, lambda = -1 (p1/2), 1/2 (p3/2),
the variational splitting D = E(3/2)-E(1/2) has the expansion
D = 3a/2 - 3b/4 + ..., where a = <u0|xi|u0> and b < 0 is the second-order sum
for the ground orbital u0 of the averaged potential V_av.
V_j = V_scr*(1-f) + c_j*f, f = exp(-(r/rc)^4); V_scr is the Dirac-LDA potential
of the Tl atom and c_j is adjusted to the Dirac 6p_j energy.
Hartree atomic units throughout; radial orbitals have integral u^2 dr = 1.
"""
import numpy as np
from scipy.constants import physical_constants, fine_structure
from scipy.interpolate import CubicSpline
from scipy.linalg import eigh, eigh_tridiagonal
from scipy.optimize import brentq

Z = 81
C = 1.0 / fine_structure
EV = physical_constants["Hartree energy in eV"][0]

# Logarithmic quadrature grid
x = np.linspace(np.log(1e-8), np.log(80.0), 1600)
r = np.exp(x)
w = r * (x[1] - x[0])


def dirac_basis(kappa, exponents):
    """Large functions and kinetically balanced small functions."""
    l = kappa if kappa > 0 else -kappa - 1
    rr = r[:, None]
    g = np.exp(-exponents * rr**2)
    large = rr**(l + 1) * g
    d_large = (l + 1 + kappa) * rr**l * g - 2 * exponents * rr**(l + 2) * g
    norm = np.sqrt(w @ large**2)
    large, d_large = large / norm, d_large / norm
    small = d_large / np.sqrt(w @ d_large**2)
    n = len(exponents)
    S = np.zeros((2 * n, 2 * n))
    S[:n, :n] = large.T @ (w[:, None] * large)
    S[n:, n:] = small.T @ (w[:, None] * small)
    coupling = C * small.T @ (w[:, None] * d_large)
    return large, small, S, coupling


def dirac_solve(basis, V, count):
    """Lowest electron states; energies exclude the rest energy."""
    large, small, S, coupling = basis
    n = large.shape[1]
    wv = (w * V)[:, None]
    H = np.zeros_like(S)
    H[:n, :n] = large.T @ (wv * large)
    H[n:, n:] = small.T @ (wv * small) - 2 * C**2 * S[n:, n:]
    H[n:, :n] = coupling
    H[:n, n:] = coupling.T
    H = 0.5 * (H + H.T)
    e, U = eigh(H, S)
    U = U[:, n:n + count]
    return e[n:n + count], large @ U[:n], small @ U[n:]


def xc_potential(rho):
    """LDA exchange and PW92 correlation, unpolarized."""
    rho = np.maximum(rho, 1e-30)
    rs = (3 / (4 * np.pi * rho))**(1 / 3)
    A, a1 = 0.0310907, 0.21370
    b1, b2, b3, b4 = 7.5957, 3.5876, 1.6382, 0.49294
    q = 2 * A * (b1 * rs**0.5 + b2 * rs + b3 * rs**1.5 + b4 * rs**2)
    dq = A * (b1 * rs**-0.5 + 2 * b2 + 3 * b3 * rs**0.5 + 4 * b4 * rs)
    log = np.log1p(1 / q)
    ec = -2 * A * (1 + a1 * rs) * log
    dec = -2 * A * a1 * log + 2 * A * (1 + a1 * rs) * dq / (q * (q + 1))
    return -(3 * rho / np.pi)**(1 / 3) + ec - rs * dec / 3


# Occupations per kappa; the 6p electron is spread evenly over six states
shells = {-1: [2.0] * 6, 1: [2.0] * 4 + [1 / 3], -2: [4.0] * 4 + [2 / 3],
          2: [4.0] * 3, -3: [6.0] * 3, 3: [6.0], -4: [8.0]}
exponents = 0.006 * 1.8**np.arange(38)
bases = {k: dirac_basis(k, exponents) for k in shells}

# Dirac solver against the analytic point-nucleus levels
hydrogenic_error = 0.0
for kappa in (1, -2):
    gamma = np.sqrt(kappa**2 - (Z / C)**2)
    exact = C**2 * (1 / np.sqrt(1 + (Z / C / (2 - abs(kappa) + gamma))**2) - 1)
    found = dirac_solve(bases[kappa], -Z / r, 1)[0][0]
    hydrogenic_error = max(hydrogenic_error, abs(found / exact - 1))
assert hydrogenic_error < 2e-4

# Self-consistent Dirac-LDA atom
V = -(1 + (Z - 1) / (1 + 0.536 * r * Z**(1 / 3) / 0.8853)**2) / r
for iteration in range(1, 151):
    density = np.zeros_like(r)
    valence = {}
    for kappa, occupations in shells.items():
        e, P, Q = dirac_solve(bases[kappa], V, len(occupations))
        density += (P**2 + Q**2) @ np.array(occupations)
        valence[kappa] = (e[-1], P[:, -1], Q[:, -1])
    inner = CubicSpline(x, density * r).antiderivative()(x)
    outer = CubicSpline(x, density).antiderivative()(x)
    V_new = (-Z / r + inner / r + outer[-1] - outer
             + xc_potential(density / (4 * np.pi * r**2)))
    change = np.max(np.abs(r * (V_new - V)))
    if change < 1e-5:
        break
    V = V + 0.3 * (V_new - V)
assert change < 1e-5
electrons = w @ density
assert abs(electrons - Z) < 1e-5
dirac_energy = np.array([valence[1][0], valence[-2][0]])
assert dirac_energy[0] < dirac_energy[1] < 0

# Valence energies in a different, denser basis
dense = 0.005 * 1.7**np.arange(42)
dense_energy = np.array([dirac_solve(dirac_basis(k, dense), V, 5)[0][-1]
                         for k in (1, -2)])
basis_change = np.max(np.abs(dense_energy - dirac_energy))
assert basis_change < 1e-4

# Eigenvalues of l.s for l = 1, s = 1/2 from explicit matrices
lz = np.diag([1.0, 0.0, -1.0])
lp = np.sqrt(2) * np.diag([1.0, 1.0], 1)
sz = np.diag([0.5, -0.5])
sp = np.array([[0.0, 1.0], [0.0, 0.0]])
ls = np.kron(lz, sz) + 0.5 * (np.kron(lp, sp.T) + np.kron(lp.T, sp))
assert np.allclose(np.linalg.eigvalsh(ls), [-1, -1, 0.5, 0.5, 0.5, 0.5])
lam = np.array([-1.0, 0.5])

# Gaussian basis for the nonrelativistic l = 1 pseudo-orbitals
zeta = 0.004 * 1.8**np.arange(18)
G = r[:, None]**2 * np.exp(-zeta * r[:, None]**2)
dG = (2 / r[:, None] - 2 * zeta * r[:, None]) * G
norm = np.sqrt(w @ G**2)
G, dG = G / norm, dG / norm


def matrix(function):
    return G.T @ ((w * function)[:, None] * G)


S = matrix(np.ones_like(r))
T = 0.5 * dG.T @ (w[:, None] * dG) + matrix(1 / r**2)


def lj_model(rc):
    """Adjust both potentials, solve them, and do perturbation theory."""
    f = np.exp(-(r / rc)**4)
    F = matrix(f)
    A = T + matrix(-V * np.expm1(-(r / rc)**4))

    def lowest(c):
        return eigh(A + c * F, S, eigvals_only=True)[0]

    c = np.array([brentq(lambda t: lowest(t) - e, -50, 200, xtol=1e-11)
                  for e in dirac_energy])
    c_av = (c[0] + 2 * c[1]) / 3
    k = 2 * (c[1] - c[0]) / 3
    solved = [eigh(A + t * F, S) for t in c]
    E = np.array([s[0][0] for s in solved])
    u = [s[1][:, 0] for s in solved]
    e, U = eigh(A + c_av * F, S)
    row = k * (U.T @ F @ U[:, 0])
    a = row[0]
    b = np.sum(row[1:]**2 / (e[0] - e[1:]))
    return dict(rc=rc, F=F, lowest=lowest, c=c, c_av=c_av, k=k, E=E, u=u,
                E0=e[0], u0=U[:, 0], a=a, b=b, D=E[1] - E[0],
                D1=1.5 * a, D2=1.5 * a - 0.75 * b)


m = lj_model(1.5)
a, b, D, D1, D2 = (m[key] for key in ("a", "b", "D", "D1", "D2"))
delta_c = m["c"][1] - m["c"][0]

# Perturbation coefficients against derivatives of diagonalized energies
h = 0.05
plus, zero, minus = (m["lowest"](m["c_av"] + t * m["k"]) for t in (h, 0, -h))
a_numeric = (plus - minus) / (2 * h)
b_numeric = (plus - 2 * zero + minus) / (2 * h**2)
assert abs(a_numeric / a - 1) < 5e-3
assert abs(b_numeric / b - 1) < 1e-2
assert b < 0 and D > D1
assert abs(D - D2) < abs(D - D1)

# Level bounds, splitting bounds, and the exact transition relation
first_levels = m["E0"] + lam * a
relaxation = first_levels - m["E"]
assert np.all(relaxation > 0) and relaxation[0] > relaxation[1]
core_weight = np.array([v @ m["F"] @ v for v in m["u"]])
core_weight0 = m["u0"] @ m["F"] @ m["u0"]
upper, lower = delta_c * core_weight
assert lower < D < upper
overlap = m["u"][0] @ S @ m["u"][1]
transition = delta_c * (m["u"][0] @ m["F"] @ m["u"][1]) / overlap
assert abs(transition - D) < 1e-7
mean_shift = (m["E"][0] + 2 * m["E"][1]) / 3 - m["E0"]
assert mean_shift < 0

# Independent finite-difference solution on a uniform grid
step = 0.005
ru = step * np.arange(1, 8000)
Vu = CubicSpline(x, r * V)(np.log(ru)) / ru
fu = np.exp(-(ru / m["rc"])**4)


def finite_difference(c):
    diagonal = 1 / step**2 + 1 / ru**2 + Vu * (1 - fu) + c * fu
    off = np.full(len(ru) - 1, -0.5 / step**2)
    e, v = eigh_tridiagonal(diagonal, off, select="i", select_range=(0, 0))
    return e[0], v[:, 0]


E_fd = np.array([finite_difference(t)[0] for t in m["c"]])
v0 = finite_difference(m["c_av"])[1]
D_fd = E_fd[1] - E_fd[0]
D1_fd = delta_c * np.sum(fu * v0**2) / np.sum(v0**2)
assert np.max(np.abs(E_fd - m["E"])) < 5e-5
assert abs(D_fd - D) < 5e-5 and abs(D1_fd - D1) < 5e-5

# Proportional tails and mean radii
window = (r > 3.5) & (r < 7.0)
tail, radius, radius_dirac = [], [], []
for kappa, coefficients in zip((1, -2), m["u"]):
    pseudo = G @ coefficients
    P, Q = valence[kappa][1:]
    ratio = np.abs(pseudo[window] / P[window])
    assert np.ptp(ratio) / np.mean(ratio) < 0.02
    tail.append(np.mean(ratio))
    radius.append(w @ (r * pseudo**2))
    radius_dirac.append(w @ (r * (P**2 + Q**2)))
radius0 = w @ (r * (G @ m["u0"])**2)
assert radius[0] < radius0 < radius[1]
assert core_weight[0] > core_weight0 > core_weight[1]

print(f"Tl nuclear charge: {Z}; SCF iterations: {iteration}")
print(f"hydrogenic Dirac test, largest relative error: {hydrogenic_error:.1e}")
print(f"6p energy change in denser Dirac basis: {basis_change:.1e} hartree")
for i, name in enumerate(("6p1/2", "6p3/2")):
    print(f"{name} Dirac-LDA energy: {dirac_energy[i]:.6f} hartree")
    print(f"{name} potential constant c_j: {m['c'][i]:.5f} hartree")
    print(f"{name} variational energy: {m['E'][i]:.6f} hartree")
    print(f"{name} finite-difference energy: {E_fd[i]:.6f} hartree")
    print(f"{name} first-order energy: {first_levels[i]:.6f} hartree")
    print(f"{name} relaxation energy: {relaxation[i]:.6f} hartree")
    print(f"{name} second-order relaxation: {-lam[i]**2*b:.6f} hartree")
    print(f"{name} core weight <f>: {core_weight[i]:.5f}")
    print(f"{name} mean radius, pseudo: {radius[i]:.4f} bohr")
    print(f"{name} mean radius, Dirac: {radius_dirac[i]:.4f} bohr")
    print(f"{name} pseudo/Dirac tail amplitude: {tail[i]:.4f}")
print(f"core radius rc: {m['rc']:.1f} bohr")
print(f"averaged constant c_av: {m['c_av']:.5f} hartree")
print(f"difference c_3/2 - c_1/2: {delta_c:.5f} hartree")
print(f"spin-orbit strength xi(0): {m['k']:.5f} hartree")
print(f"averaged-orbital energy E0: {m['E0']:.6f} hartree")
print(f"averaged-orbital core weight <f>: {core_weight0:.5f}")
print(f"averaged-orbital mean radius: {radius0:.4f} bohr")
print(f"coefficient a: {a:.6f}; numerical: {a_numeric:.6f} hartree")
print(f"coefficient b: {b:.6f}; numerical: {b_numeric:.6f} hartree")
print(f"variational splitting D: {D:.6f} hartree = {D*EV:.4f} eV")
print(f"first-order splitting D1: {D1:.6f} hartree = {D1*EV:.4f} eV")
print(f"second-order splitting: {D2:.6f} hartree = {D2*EV:.4f} eV")
print(f"first-order error (D1-D)/D: {100*(D1/D-1):.2f} percent")
print(f"second-order error: {100*(D2/D-1):.2f} percent")
print(f"finite-difference D: {D_fd:.6f}; D1: {D1_fd:.6f} hartree")
print(f"splitting bounds: {lower:.6f} to {upper:.6f} hartree")
print(f"transition formula: {transition:.6f} hartree; overlap: {overlap:.6f}")
print(f"weighted mean minus E0: {mean_shift:.6f}; b/2: {b/2:.6f} hartree")
for rc in (1.2, 1.8):
    t = lj_model(rc)
    assert abs(t["D"] - D) < 1e-7
    print(f"rc {rc:.1f} bohr: D1 {t['D1']:.6f}, second order "
          f"{t['D2']:.6f} hartree, D1 error {100*(t['D1']/t['D']-1):.2f} percent")
print("all good")
```

Output:

```
Tl nuclear charge: 81; SCF iterations: 34
hydrogenic Dirac test, largest relative error: 6.6e-06
6p energy change in denser Dirac basis: 3.8e-07 hartree
6p1/2 Dirac-LDA energy: -0.124416 hartree
6p1/2 potential constant c_j: 1.79392 hartree
6p1/2 variational energy: -0.124416 hartree
6p1/2 finite-difference energy: -0.124423 hartree
6p1/2 first-order energy: -0.115604 hartree
6p1/2 relaxation energy: 0.008811 hartree
6p1/2 second-order relaxation: 0.006463 hartree
6p1/2 core weight <f>: 0.03582
6p1/2 mean radius, pseudo: 3.3726 bohr
6p1/2 mean radius, Dirac: 3.3611 bohr
6p1/2 pseudo/Dirac tail amplitude: 0.9986
6p3/2 Dirac-LDA energy: -0.084628 hartree
6p3/2 potential constant c_j: 3.56401 hartree
6p3/2 variational energy: -0.084628 hartree
6p3/2 finite-difference energy: -0.084634 hartree
6p3/2 first-order energy: -0.083211 hartree
6p3/2 relaxation energy: 0.001417 hartree
6p3/2 second-order relaxation: 0.001616 hartree
6p3/2 core weight <f>: 0.01379
6p3/2 mean radius, pseudo: 3.9913 bohr
6p3/2 mean radius, Dirac: 3.9549 bohr
6p3/2 pseudo/Dirac tail amplitude: 1.0041
core radius rc: 1.5 bohr
averaged constant c_av: 2.97398 hartree
difference c_3/2 - c_1/2: 1.77010 hartree
spin-orbit strength xi(0): 1.18006 hartree
averaged-orbital energy E0: -0.094009 hartree
averaged-orbital core weight <f>: 0.01830
averaged-orbital mean radius: 3.8132 bohr
coefficient a: 0.021596; numerical: 0.021600 hartree
coefficient b: -0.006463; numerical: -0.006464 hartree
variational splitting D: 0.039788 hartree = 1.0827 eV
first-order splitting D1: 0.032394 hartree = 0.8815 eV
second-order splitting: 0.037241 hartree = 1.0134 eV
first-order error (D1-D)/D: -18.58 percent
second-order error: -6.40 percent
finite-difference D: 0.039790; D1: 0.032396 hartree
splitting bounds: 0.024417 to 0.063405 hartree
transition formula: 0.039788 hartree; overlap: -0.977844
weighted mean minus E0: -0.003882; b/2: -0.003231 hartree
rc 1.2 bohr: D1 0.028409, second order 0.034018 hartree, D1 error -28.60 percent
rc 1.8 bohr: D1 0.034742, second order 0.038685 hartree, D1 error -12.68 percent
all good
```
